One-way modes at a mass reversal in a Dirac sheet

A transport calculation for a gated two-dimensional sheet must decide how to treat a line where the gap closes and reopens. The line may need conducting channels of its own. If so, their number and directions must be known, and so must whether these depend on the gate profile. For a Dirac sheet whose valleys and spins do not mix, the signs of the mass far from the line settle the number and the directions. The profile settles where the channels sit and whether further, two-way channels accompany them.

**1. The sheet and its flavours**

Take a honeycomb lattice with lattice constant a and nearest-neighbour hopping −t. The wall runs along a zigzag row, the x direction, and the row spacing is h = √3a/2. A site of sublattice A has two bonds to B sites in its own row and one to the row below. With wavenumber k along x and phase q per row, the A–B element of the Hamiltonian is

H_AB = −t[2cos(ka/2) + e^(−iq)].  (1)

It vanishes at the two valleys ka = 2πτ/3, q = π, with τ = ±1. Put ka = 2πτ/3 + k_x a and q = π + k_y h. To first order,

2cos(ka/2) ≈ 1 − τ(√3/2)a k_x = 1 − τh k_x,
e^(−iq) ≈ −1 + ih k_y.

Hence H_AB = th(τk_x − ik_y), and the Dirac speed is fixed by ħv = th.

A staggered potential +U on A and −U on B adds Uσ_z. Second-neighbour spin-orbit hopping of strength t₂ adds sf on A and −sf on B, where s = ±1 is the spin and

f = 2t₂[sin(ka) − 2sin(ka/2)cos q].  (2)

At a valley both sines equal τ√3/2 and cos q = −1, so f = 3√3 t₂τ. Write λ = 3√3 t₂ > 0. If spin is conserved and U varies only with y, each flavour (τ, s) has its own Hamiltonian,

H = ħv(τk_x σ_x − iσ_y ∂_y) + m(y)σ_z,  m(y) = U(y) + τsλ.  (3)

The Pauli matrices act on the sublattices. The mass m is an energy, half the local gap. It is assumed smooth or stepwise, and to settle quickly to nonzero constants m₋ and m₊ at y → −∞ and +∞. Scalar potentials, disorder and interactions are left out for now.

**2. The bound mode**

Set k_x = 0 and seek zero energy:

−iħvσ_y ψ′ + mσ_z ψ = 0.

Multiply from the left by σ_y and use σ_y² = 1 and σ_yσ_z = iσ_x. Then −iħvψ′ + imσ_xψ = 0, or

ħvψ′ = mσ_x ψ.  (4)

The matrix σ_x is constant, so its two eigencomponents, σ_x = η = ±1, evolve separately:

ψ_η(y) ∝ exp[(η/ħv)∫₀^y m dy′] (1, η)ᵀ.  (5)

For y → +∞ this behaves as exp(ηm₊y/ħv), which decays if ηm₊ < 0. For y → −∞ it behaves as exp(ηm₋y/ħv), which decays if ηm₋ > 0. Both hold for one η if m₋ and m₊ have opposite signs, and for none if the signs agree. Let χ be the sign of m₊. When the mass reverses, the decaying solution has η = −χ.

For k_x ≠ 0 the added term is τħvk_xσ_x, and the mode is an eigenstate of σ_x. It therefore keeps its shape and acquires an energy:

ψ ∝ e^(ik_x x) exp[−(χ/ħv)∫₀^y m dy′] (1, −χ)ᵀ,
E = −χτħvk_x.  (6)

The velocity operator along the wall is ∂H/∂(ħk_x) = τvσ_x, and its value in this state is −χτv. The direction is thus locked to the sublattice combination that decays. Extra zeros of m(y) do not matter, since only the far signs entered. If either far mass tends to zero, the corresponding tail length ħv/|m±| diverges and the mode is lost into the bulk.

**3. Every other bound branch runs both ways**

Call the Hamiltonian at k_x = 0

h₀ = −iħvσ_y∂_y + mσ_z.

Both its terms anticommute with σ_x. With p = τħvk_x we have H = h₀ + pσ_x, and the cross terms cancel in the square:

H² = h₀² + p².  (7)

A normalisable state of H with energy E is therefore contained in the eigenspace of h₀² with eigenvalue ε² = E² − p². If ε = 0, then ‖h₀ψ‖² = 0, so h₀ψ = 0 and ψ is the mode already found. If ε > 0, let h₀φ = εφ. Then h₀σ_xφ = −εσ_xφ, and in the basis φ, σ_xφ the Hamiltonian is

[ ε  p ]
[ p  −ε ],

with energies

E = ±√(ε² + ħ²v²k_x²).  (8)

Each branch is even in k_x and has velocity of both signs. The mode (6) is therefore the one unpaired branch of a flavour.

Whether paired modes exist follows from h₀². Acting on ψ, the cross terms are

−iħv[σ_yσ_z(mψ)′ + mσ_zσ_yψ′] = −iħvm′σ_yσ_zψ = ħvm′σ_xψ,

because σ_yσ_z + σ_zσ_y = 0. Thus

h₀² = −ħ²v²∂_y² + m² + ħvm′σ_x.  (9)

Since h₀ exchanges the two σ_x components, a state with ε > 0 has both. It is enough to examine the component σ_x = χ, which has no zero mode. Its potential is m² + χħvm′. A bound state needs ε below the smaller of |m₋| and |m₊|; otherwise the solution does not decay on the shallow side. If the potential never falls below that threshold squared, the positive kinetic term puts ε² above it, and no paired mode exists.

An abrupt wall is the simplest case. There m jumps from m₋ to m₊, and χħvm′ is a repulsive spike. No paired mode exists, and the one-way mode has density

ρ(y) = 2|m₋m₊| / [ħv(|m₋| + |m₊|)] × exp(−2|m±||y|/ħv),  (10)

with m₊ for y > 0 and m₋ for y < 0. The prefactor is the inverse of the sum of the two tail integrals, ħv/(2|m₋|) + ħv/(2|m₊|).

**4. Counting the flavours**

Suppose U runs from −U₀ to U₀ with U₀ > λ. The far masses are −U₀ + τsλ < 0 and U₀ + τsλ > 0 for every flavour. All four have χ = +1 and E = −τħvk_x. Both spins of valley τ = +1 move towards −x, and both spins of τ = −1 towards +x. Reversing U on both sides reverses all four. If instead U₀ < λ, each mass keeps the sign of τsλ and the wall binds no one-way mode.

Now let U run from 0 to U₀ > λ. For τs = +1 the mass goes from λ to U₀ + λ and there is no mode. For τs = −1 it goes from −λ to U₀ − λ and there is one. The wall carries τ = +1, s = −1 towards −x and τ = −1, s = +1 towards +x.

"One-way" thus describes a flavour, not the whole wall. Time reversal flips k_x, τ and s, leaves the product τs and hence the mass unchanged, and pairs each mode with an opposite one.

The two walls differ in their exposure to backscattering. Let Θ be time reversal, with Θ² = −1, and W a scatterer that respects it. Since ⟨a|b⟩ = ⟨Θb|Θa⟩,

⟨Θψ|Wψ⟩ = ⟨ΘWψ|Θ²ψ⟩ = −⟨WΘψ|ψ⟩ = −⟨Θψ|Wψ⟩ = 0.  (11)

The two modes of the second wall are such partners, so W has no direct matrix element between them. In the first wall, opposite valleys also offer counter-moving modes of equal spin. These are not partners, and (11) does not protect them from atomic-scale disorder that supplies the valley momentum. The wall itself can couple them if it runs along the armchair direction, where both valleys fall on the same k_x. With the masses of Section 6, an atomically abrupt armchair wall opens a gap of about 0.4 meV in these modes; for a smooth tanh wall of width 1 nm the gap is already about 10⁻⁶ meV.

**5. A smooth wall**

Let U = U₀tanh(y/w), and define

ν = U₀w/ħv,  κ = τsλw/ħv.  (12)

The integral in (6) is ∫₀^y m dy′ = U₀w ln cosh(y/w) + τsλy. With χ = +1 the normalised density is

ρ(y) = N⁻¹ e^(−2κy/w) cosh^(−2ν)(y/w).  (13)

To find N, set u = y/w and z = e^(2u). Then cosh u = z^(−1/2)(1 + z)/2 and du = dz/(2z), so

N = w 2^(2ν−1) ∫₀^∞ z^(ν−κ−1)(1 + z)^(−2ν) dz
 = w 2^(2ν−1) B(ν−κ, ν+κ),  (14)

where B is the Euler beta function. It is finite for |κ| < ν, which is again λ < U₀.

From (6), (ln ρ)′ = −2m/ħv. The density peaks where the mass vanishes:

y_peak = −τs w artanh(λ/U₀).  (15)

Flavours with opposite τs are therefore displaced to opposite sides of the gate line.

For λ = 0 the first paired level can be found in closed form. Let α = ħv/w. Using tanh² = 1 − sech², the potential for σ_x = +1 is

m² + ħvm′ = U₀² − U₀(U₀ − α)sech²(y/w).  (16)

If U₀ ≤ α this is nowhere below U₀², and there is no paired mode. If U₀ > α, introduce a second mass m₁ = M₁tanh(y/w) with M₁ = U₀ − α. It obeys

m₁² − ħvm₁′ = M₁² − M₁(M₁ + α)sech²(y/w) = M₁² − M₁U₀ sech²(y/w).

Thus (16) equals m₁² − ħvm₁′ + U₀² − M₁². Moreover,

−ħ²v²∂_y² + m₁² − ħvm₁′ = (−ħv∂_y + m₁)(ħv∂_y + m₁).

The right side is an operator times its adjoint, so it has no negative eigenvalue. It has a normalisable zero state, sech^(M₁/α)(y/w). The lowest paired level is therefore

ε₁² = U₀² − (U₀ − ħv/w)².  (17)

For λ ≠ 0 a sufficient condition excludes paired modes. Reflection in y lets us take κ ≥ 0. With T = tanh(y/w), the potential minus its lower threshold, in units of (ħv/w)², is

g(T) = (κ + νT)² + ν(1 − T²) − (ν − κ)².  (18)

Here g(−1) = 0 and g(1) = 4νκ ≥ 0. If ν ≤ 1, g is concave or straight and lies on or above its chord, so g ≥ 0. If ν > 1, g is convex with g′(−1) = 2ν[1 − (ν − κ)], and it remains non-negative if ν − κ ≤ 1. In both cases it is enough that

w min|m±| ≤ ħv.  (19)

A wall no wider than the longer tail length therefore has no paired mode. The condition is sufficient, not necessary. For U₀ = 20 meV, λ = 12 meV and the ħv of Section 6, (19) holds up to w = 41 nm, while the first paired level appears only near w = 73 nm, where (ν − 1)² = ν|κ|.

**6. A gate-defined wall**

Consider numbers in the regime of germanene, a buckled honeycomb sheet. Rough typical values are v = 5×10⁵ m/s, λ = 12 meV, a = 0.40 nm and a height difference d = 0.07 nm between the sublattices. The chosen wall has U₀ = 20 meV and w = 20 nm.

These give ħv = 0.3291 eV nm. The far masses have magnitudes 20 − 12 = 8 meV and 20 + 12 = 32 meV, and the amplitude tails are

329.1/8 = 41.1 nm and 329.1/32 = 10.3 nm.

For τs = +1, equation (15) gives y_peak = −20 artanh(0.6) = −13.9 nm. The long tail is on the same side, where m₋ = −8 meV. It draws the mean position to −24.2 nm, and the rms width is 24.2 nm. The τs = −1 density is the mirror image, so the two peaks are 27.7 nm apart.

The left side of (19) divided by the right is 8 × 20/329.1 = 0.486. This wall has no paired modes: inside the gap common to both sides, its bound channels are the four one-way modes.

A wider wall can have more. With λ = 0 and w = 60 nm, ħv/w = 5.485 meV and (17) gives

ε₁ = √(20² − 14.515²) = 13.76 meV.

With λ restored and w = 120 nm, finite differences give a paired level at 7.26 meV, below the 8 meV threshold.

The continuum result was tested on a honeycomb ribbon 700 nm across, with both valleys and spins and t = 0.950 eV. A state counted as a wall mode if more than 80% of its density was within 150 nm of y = 0. The two walls of Section 4 and the reversed one gave the predicted modes and directions for all flavours. Speeds, taken from energies at ħvk_x = ±0.5 meV, agreed with v to about 1 part in 10⁵. For both spins at τ = +1, the ribbon density differed from (13) by at most 5×10⁻⁵ of the peak density.

**7. What the lattice and the gates change**

At k_x = 0 the lattice correction follows from one more order in h. An A site sees the B envelope b at distances h/3 and −2h/3, with opposite signs from q = π:

−t[b(y + h/3) − b(y − 2h/3)] ≈ −ħvb′ + (ħvh/6)b″.  (20)

The second-derivative coefficient is −t(h²/2)(1/9 − 4/9) = th²/6. The B equation has the same term acting on the A envelope, so the correction is (ħvh/6)σ_x∂_y². In the mode, σ_x = −χ and ⟨∂_y²⟩ = −⟨k_y²⟩, giving to first order

δE = χħvh⟨k_y²⟩/6.  (21)

By (6), ⟨k_y²⟩ = ⟨m²⟩/(ħv)². Its root is 0.0262 nm⁻¹ here, and (21) gives 0.0131 meV, as does the ribbon. The shift is negligible beside the 8 meV half-gap.

Gate mismatch matters more. Suppose the gates also produce a scalar potential V = βU = βm − βτsλ, with |β| < 1. Take χ = +1 and try a constant spinor (1, r)ᵀ times φ(y), with ħvφ′ = (−γm + c)φ. The terms proportional to m must cancel separately:

1 + β + γr = 0,  −γ − (1 − β)r = 0.

Hence γ² = 1 − β², and γ > 0 for decay. With Ē = E + βτsλ, the remaining terms give

(p − c)r = Ē,  p + c = Ēr.

Adding p − c = Ē/r to the second gives 2p = Ē(r + 1/r). Since r = −(1 + β)/γ and 1/r = −(1 − β)/γ, the bracket is −2/γ. Therefore Ē = −γp, and

E = −βτsλ − τ√(1 − β²) ħvk_x.  (22)

Subtracting instead gives c = Ē(r − 1/r)/2 = βp. Both tails decay while γm₋ < βp < γm₊; beyond this range the mode is no longer bound.

For β = 0.2 the speed is 0.980v, and the offsets are −2.4 meV for τs = +1 and +2.4 meV for τs = −1. Ribbon calculations for all four flavours agreed within 0.05 meV in offset and 0.003v in speed. The direction survives, but the usable energy window shrinks. The scalar potential moves the two bulk gaps by ±4 meV, so their common part falls from (−8, 8) to (−4, 4) meV.

**8. Setting the model beside a device**

The sublattice potential difference is 2U₀ = eFd, so the local field is

F = 40 mV/0.07 nm = 5.71 MV/cm,

with opposite signs on the two sides. Reaching U = λ already takes 3.43 MV/cm. These are unscreened fields inside the sheet, not the fields the gates must supply. A rough local-density estimate for free germanene without spin-orbit coupling gives a gap per unit external field near 0.15 eÅ, about a fifth of d; the value falls by about 6% from a 4×4 to a 5×5 k-mesh and is not converged. The chosen 2U₀ = 40 meV then needs a displacement field D/ε₀ of roughly 26 to 28 MV/cm. Inside a dielectric with ε_r = 4 that is about 7 MV/cm, some 0.7 of a rough breakdown field of 10 MV/cm. It is a demanding value.

Temperature is a second restriction. With the chemical potential at zero, the electrons thermally excited in the four wall modes number, per unit length,

n_wall = 4∫₀^∞ (dk/2π)/(e^(ħvk/k_BT) + 1) = 4k_BT ln2/(2πħv).  (23)

For the bulk, k dk = E dE/(ħv)² gives a density per flavour

n_bulk = ∫_|m|^∞ E dE / {2π(ħv)²[e^(E/k_BT) + 1]}.  (24)

At 10 K the wall holds 1.16 electrons per μm. A strip of sheet 1 μm wide holds a fraction 0.0018 of that number. At 77 K the wall holds 8.9 per μm and the strip 9.3 times as many. For this gap and strip width, the wall dominates the carrier count at 10 K but not at 77 K. This is a comparison of carriers, not of conductances.

Spin conservation is also approximate. For an intrinsic Rashba term of order λ_R a k_y, a rough λ_R = 10 meV gives a mixing energy near 0.1 meV at the rms wavenumber, small beside 8 meV.

The neglected Coulomb interaction is not small. With a rough surrounding dielectric constant ε_r = 4, its strength relative to the kinetic energy is

e²/(4πε₀ε_rħv) = 1.09.

The speed, gap and density profile above are therefore single-particle values, and this ratio does not say how far interactions move them. The flavour count can be carried over only while interactions leave a gapped bulk with these mass signs and do not themselves gap or mix the wall modes.

Calculated quantities

```
velocity v = 5.00e+05 m/s; hbar*v = 0.3291 eV nm
spin-orbit mass lambda = 12.0 meV
staggered potential U0 = 20.0 meV; width w = 20.0 nm
lattice constant a = 0.40 nm; buckling = 0.07 nm
lattice hopping t = 0.950 eV; row spacing = 0.3464 nm
far masses |m| = 8.0 and 32.0 meV
amplitude tail lengths = 41.1 and 10.3 nm
nu = 1.2154; |kappa| = 0.7292
peak position, tau*s=+1: -13.86 nm; tau*s=-1: 13.86 nm
mean position, tau*s=+1: -24.20 nm
rms width of density = 24.18 nm
peak density = 0.02108 per nm
lattice velocity/v, U -U0 to +U0, tau=+1 s=+1: -0.99999
lattice velocity/v, U -U0 to +U0, tau=+1 s=-1: -0.99999
lattice velocity/v, U -U0 to +U0, tau=-1 s=+1: +0.99999
lattice velocity/v, U -U0 to +U0, tau=-1 s=-1: +0.99999
lattice velocity/v, U 0 to +U0, tau=+1 s=+1: no mode
lattice velocity/v, U 0 to +U0, tau=+1 s=-1: -0.99999
lattice velocity/v, U 0 to +U0, tau=-1 s=+1: +0.99999
lattice velocity/v, U 0 to +U0, tau=-1 s=-1: no mode
largest velocity error, all three walls = 1.3e-05
largest density error / peak = 5.0e-05
w*min|m|/(hbar*v) = 0.486 (no paired mode if <= 1)
paired mode, lambda=0, w=60 nm: eps1 = 13.759 meV
  same by finite differences = 13.759 meV
  at hbar*v*k = 8.0 meV: +-15.916 meV
  lattice: -15.894, 15.908 meV
paired mode, lambda on, w=120 nm: 7.26 meV
gate mismatch beta = 0.20: speed/v = 0.9798
  energy offset = -+2.40 meV for tau*s = +-1
rms transverse wavenumber = 0.0262 per nm
lattice warping shift, formula = 0.0131 meV
lattice warping shift, ribbon = 0.0131 meV
rough Rashba parameter = 10 meV
Rashba mixing energy = 0.105 meV
local field for U0 = 5.71 MV/cm
local field for U = lambda: 3.43 MV/cm
rough breakdown field = 10 MV/cm
field / breakdown = 0.57
Coulomb coupling e2/(4 pi eps0 eps hbar v) = 1.09
  with rough dielectric constant = 4
T = 10 K: bulk electrons = 2.09e+05 per cm2
  wall electrons = 1.155 per um
  bulk in 1 um strip / wall = 1.81e-03
T = 77 K: bulk electrons = 8.31e+09 per cm2
  wall electrons = 8.897 per um
  bulk in 1 um strip / wall = 9.34e+00
```
